# Exciton Diamagnetic Shift in Two and Three Dimensions and Its Landau Crossover

## Problem

An electron of mass $m_e$ and a hole of mass $m_h$ attract each other through a Coulomb force in a uniform dielectric. Their reduced mass is $\mu=0.05$ free-electron masses and the relative permittivity is $\varepsilon_r=10$; these are round model values. A field $B$ points along $z$. Find the shift of the 1s exciton at 2, 10 and 50 T

- in the bulk (3D), and
- in an ideal layer of zero thickness normal to the field (2D).

Give the low-field coefficients of the 2s states as well, and determine where the quadratic law gives way to Landau behaviour. The bands are parabolic and isotropic, spin Zeeman terms are left out, and the conserved pseudomomentum of the pair is zero.

The natural units are
$$a=\frac{4\pi\varepsilon_0\varepsilon_r\hbar^2}{\mu e^2}=10.584\ \text{nm},\qquad \mathrm{Ry}=\frac{\hbar^2}{2\mu a^2}=6.8028\ \text{meV}.$$

## A tempting solution

The diamagnetic shift is $e^2B^2\langle r^2\rangle/(8\mu)$. The 1s function $e^{-r/a}$ has $\langle r^2\rangle=3a^2$, which gives $0.1478\ \text{meV/T}^2$. The radius is set by the Coulomb force, which is the same in the layer, so the layer has the same coefficient. The shifts are then 0.59, 14.8 and 369 meV.

## Where it fails

The last value contradicts a simple bound. At 50 T the lowest Landau energy of the relative motion, $\hbar eB/(2\mu)$, is 57.9 meV. An attraction can only lower the ground state below that level, yet the tempting solution puts the bulk exciton at $-6.8+369\approx362$ meV.

There are three faults. The field acts on the distance perpendicular to $B$, not on the full radius. Confinement to a plane changes the wave function although the force law is the same. And a first-order result has been used where the field is no longer a small perturbation.

## The Hamiltonian of the relative motion

Let $\mathbf A(\mathbf r)=\tfrac12\mathbf B\times\mathbf r$, $M=m_e+m_h$, $\mathbf r=\mathbf r_e-\mathbf r_h$, and let $\mathbf R$ be the centre of mass. The kinetic momenta are
$$\boldsymbol\pi_e=\mathbf p_e+e\mathbf A(\mathbf r_e),\qquad \boldsymbol\pi_h=\mathbf p_h-e\mathbf A(\mathbf r_h).$$

For a charge $q$ the magnetic force is $q\mathbf v\times\mathbf B$, so $\boldsymbol\pi+q\mathbf B\times\mathbf r=\mathbf p+q\mathbf A$ changes only through the Coulomb force. That force cancels in the sum over the pair. With $\mathbf P=\mathbf p_e+\mathbf p_h$, the conserved pseudomomentum is therefore $\mathbf P-e\mathbf A(\mathbf r)$. Setting it to zero gives
$$\psi=e^{ie\mathbf A(\mathbf r)\cdot\mathbf R/\hbar}\,\varphi(\mathbf r).$$

Acting on $\psi$, $\mathbf P$ becomes $e\mathbf A(\mathbf r)$. Since $\mathbf A(\mathbf r)\cdot\mathbf R=\tfrac12\mathbf r\cdot(\mathbf R\times\mathbf B)$ has the gradient $-\mathbf A(\mathbf R)$ in $\mathbf r$, the relative momentum $\mathbf p$ becomes $\mathbf p-e\mathbf A(\mathbf R)$. Now insert $\mathbf p_e=(m_e/M)\mathbf P+\mathbf p$ and $\mathbf r_e=\mathbf R+(m_h/M)\mathbf r$:
$$\boldsymbol\pi_e\to\frac{m_e}{M}e\mathbf A(\mathbf r)+\mathbf p-e\mathbf A(\mathbf R)+e\mathbf A(\mathbf R)+\frac{m_h}{M}e\mathbf A(\mathbf r)=\mathbf p+e\mathbf A(\mathbf r).$$
In the same way, $\mathbf p_h=(m_h/M)\mathbf P-\mathbf p$ and $\mathbf r_h=\mathbf R-(m_e/M)\mathbf r$ give $\boldsymbol\pi_h\to-\mathbf p+e\mathbf A(\mathbf r)$.

Because $\nabla\cdot\mathbf A=0$, $2\mathbf A\cdot\mathbf p=BL_z$ and $A^2=B^2\rho^2/4$ with $\rho^2=x^2+y^2$, the squares are
$$(\mathbf p\pm e\mathbf A)^2=p^2\pm eBL_z+\tfrac14e^2B^2\rho^2 .$$
Dividing by $2m_e$ and $2m_h$ and adding, with $1/\mu=1/m_e+1/m_h$,
$$H=\frac{p^2}{2\mu}+\frac{eB}{2}\left(\frac1{m_e}-\frac1{m_h}\right)L_z+\frac{e^2B^2\rho^2}{8\mu}-\frac{e^2}{4\pi\varepsilon_0\varepsilon_r r}.$$

For an s state $L_z\varphi=0$, so the linear term contributes neither at first nor at second order. The $B^2$ coefficient comes from the first-order value of the last magnetic term:
$$\Delta E=\frac{e^2B^2}{8\mu}\langle\rho^2\rangle .$$
The 2s level is degenerate with 2p states, but $\rho^2$ conserves $L_z$, and in 3D reflection in $z$ separates 2s from the $m=0$ 2p state. The formula therefore holds for 2s too.

## The four radii

Measure lengths in $a$ and energies in Ry. At zero field an s state in $d$ dimensions obeys
$$f''+\frac{d-1}{r}f'+\frac2rf=\kappa^2f,\qquad E=-\kappa^2.$$
Try $f=(1-cr)e^{-\kappa r}$. The terms in $1/r$ and the constant terms require
$$(d-1)(c+\kappa)=2,\qquad c\,[\kappa(d+1)-2]=0,$$
and the terms in $r$ agree identically. The choice $c=0$ gives 1s with $\kappa=2/(d-1)$. The choice $\kappa=2/(d+1)$ gives 2s with $c=2/(d-1)-\kappa$. So $\kappa=1$ and $\tfrac12$ in 3D, with $c=\tfrac12$ for 2s; $\kappa=2$ and $\tfrac23$ in 2D, with $c=\tfrac43$ for 2s.

With $\int_0^\infty r^ke^{-\beta r}dr=k!/\beta^{k+1}$, and $\langle\rho^2\rangle=\tfrac23\langle r^2\rangle$ for a spherical state:

- 3D 1s: $\tfrac23\cdot\dfrac{24/32}{2/8}=\tfrac23\cdot3=2$.
- 3D 2s: $\tfrac23\cdot\dfrac{4\cdot4!-4\cdot5!+6!}{4\cdot2!-4\cdot3!+4!}=\tfrac23\cdot\dfrac{336}{8}=28$.
- 2D 1s: $\dfrac{6/256}{1/16}=\dfrac38$.
- 2D 2s, with $t=4\rho/3$: $\dfrac9{16}\cdot\dfrac{3!-2\cdot4!+5!}{1!-2\cdot2!+3!}=\dfrac9{16}\cdot\dfrac{78}{3}=\dfrac{117}8$.

The planar 1s state decays twice as fast as the bulk one. The tempting solution was too large by a factor $3/2$ in the bulk and by a factor $3/(3/8)=8$ in the layer.

## Scaled field and crossover

Define $\gamma=eBa^2/\hbar$. Then $e^2B^2\rho^2/(8\mu)=\gamma^2\hbar^2\rho^2/(8\mu a^4)$, which is $\tfrac14\gamma^2(\rho/a)^2$ Ry. For $m=0$ states, in scaled units,
$$H=-\nabla^2-\frac2r+\frac{\gamma^2\rho^2}4 .$$
Without the Coulomb term, $e^{-\gamma\rho^2/4}$ is the lowest planar state, with energy $\gamma$; this is $\hbar eB/(2\mu)$ in units of Ry. The 1s energies start as
$$E_{3D}\simeq-1+\frac{\gamma^2}2,\qquad E_{2D}\simeq-4+\frac{3\gamma^2}{32}.$$
The zero-field state used as a trial function gives just these parabolas, so they are upper bounds at every field.

The Hellmann–Feynman theorem gives the slope
$$\frac{dE}{d\gamma}=\frac{\gamma}{2}\langle\rho^2\rangle_\gamma ,$$
where the average is taken in the state at that field. The Landau level has slope 1. Equating the low-field slope to 1 defines a crossover field $\gamma_c=2/\langle\rho^2\rangle_0$, equal to 1 in 3D and $16/3$ in 2D. It marks the middle of a gradual change, not a transition.

## The high-field limit

In 2D, take the lowest Landau orbital, with density $(\gamma/2\pi)e^{-\gamma\rho^2/2}$. Its Coulomb energy is
$$-2\gamma\int_0^\infty e^{-\gamma\rho^2/2}d\rho=-\sqrt{2\pi\gamma}.$$
In lengths scaled by $\gamma^{-1/2}$, the Coulomb term is of relative size $\gamma^{-1/2}$, so perturbation theory in it applies at high field.

The excited $m=0$ orbitals are $L_n(t)e^{-t/2}$ with $t=\gamma\rho^2/2$, and lie $2n\gamma$ higher. The generating function $\sum_n L_nw^n=e^{-tw/(1-w)}/(1-w)$ gives
$$\sum_nw^n\int_0^\infty e^{-t}t^{-1/2}L_n\,dt=\sqrt\pi\,(1-w)^{-1/2}.$$
With $c_n$ the coefficient of $w^n$ in $(1-w)^{-1/2}$ and $2/\rho=\sqrt{2\gamma/t}$, the matrix elements are $-\sqrt{2\pi\gamma}\,c_n$. The second-order energy is $-\sum_{n\ge1}2\pi\gamma c_n^2/(2n\gamma)$, hence
$$E_{2D}=\gamma-\sqrt{2\pi\gamma}-C+O(\gamma^{-1/2}),\qquad C=\pi\sum_{n\ge1}\frac{c_n^2}{n}=1.3826 .$$
At $\gamma=100$ this gives 73.55, against the computed 73.46.

In 3D, $-2/r\ge-2/\rho$ and $-\partial_z^2\ge0$, so $E_{3D}\ge E_{2D}$. A lowest Landau orbital spread ever more widely along $z$ shows that $E_{3D}\le\gamma$. Both ratios $E/\gamma$ therefore tend to 1. The distance $\gamma-E$ does not vanish: between $\gamma=0.1$ and 100 it grows from 1.10 to 7.58 in 3D and from 4.10 to 26.54 in 2D.

## Solving the region between

In 2D put $\rho=s^2/2$. Then $d/d\rho=s^{-1}d/ds$, and the radial Laplacian becomes $s^{-2}\Delta_s$ with $\Delta_s=s^{-1}\partial_s s\,\partial_s$. Multiplying the equation by $s^2$ gives
$$\left[-\Delta_s-4+\frac{\gamma^2s^6}{16}\right]\varphi=Es^2\varphi .$$
In 3D put $\rho=uv$ and $z=(u^2-v^2)/2$, so that $r=(u^2+v^2)/2$. Both scale factors equal $\sqrt{u^2+v^2}$, and $\nabla^2=(\Delta_u+\Delta_v)/(u^2+v^2)$ for $m=0$. Hence
$$\left[-\Delta_u-\Delta_v-4+\frac{\gamma^2}4u^2v^2(u^2+v^2)\right]\varphi=E(u^2+v^2)\varphi .$$

The singular Coulomb term has become a constant. In the functions $\chi_n=L_n(bs^2)e^{-bs^2/2}$, with $b$ an adjustable scale, two relations and the orthogonality of the $\chi_n$ under the weight $s$ supply every matrix element:
$$bs^2\chi_n=(2n+1)\chi_n-(n+1)\chi_{n+1}-n\chi_{n-1},$$
$$-\Delta_s\chi_n=[2b(2n+1)-b^2s^2]\chi_n .$$
The second is the planar oscillator equation. A finite set of these functions gives a matrix eigenvalue problem whose lowest value is a variational upper bound. Collocation in the original coordinates gives the same energies to the five printed decimals at $\gamma=1$ and 10, and in 3D also at 30.

The local exponent $d\ln\Delta E/d\ln B$ is 2 for the quadratic law and tends to 1 in the Landau regime:

| $\gamma$ | slope 3D | exponent 3D | slope 2D | exponent 2D |
|---|---|---|---|---|
| 0.1 | 0.098 | 1.98 | 0.019 | 2.00 |
| 1 | 0.536 | 1.59 | 0.172 | 1.92 |
| 10 | 0.880 | 1.17 | 0.621 | 1.42 |
| 100 | 0.975 | 1.04 | 0.875 | 1.13 |

The planar state crosses over later because it is smaller. By definition $\gamma_c$ is inversely proportional to $\langle\rho^2\rangle_0$, and the computed curves follow this scaling approximately: where the shift has fallen to 90% of the quadratic value, $\gamma\langle\rho^2\rangle_0$ is 0.73 in 3D and 0.63 in 2D.

## Numbers for the model exciton

The field at $\gamma=1$ is $B_1=\hbar/(ea^2)=5.876$ T. The 3D 1s coefficient is
$$\frac{\mathrm{Ry}\,\langle\rho^2\rangle/a^2}{4B_1^2}=\frac{6.8028\times2}{4\times5.876^2}\approx0.0985\ \text{meV/T}^2,$$
and the 2D one is $3/16$ of it, 0.0185 meV/T². For 2s they are 1.379 (3D) and 0.720 meV/T² (2D). These larger states leave the quadratic regime within a few tenths of a tesla, so the 2s coefficients do not apply at the fields of the table: at 2 T the 3D value would put the state at $-1.7+5.5=3.8$ meV, above the Landau energy of 2.3 meV. The 1s shifts are:

| $B$ (T) | 3D shift (meV) | 3D quadratic (meV) | 2D shift (meV) | 2D quadratic (meV) |
|---|---|---|---|---|
| 2 | 0.358 | 0.394 | 0.0734 | 0.0739 |
| 10 | 5.15 | 9.85 | 1.66 | 1.85 |
| 50 | 42.2 | 246.3 | 23.6 | 46.2 |

The shift columns answer the question. The crossover fields are $B_c=5.88$ T in 3D and 31.3 T in 2D, but the quadratic law loses accuracy well before them: the shift has fallen to 90% of it at 2.13 T and 9.94 T. The slope of the energy against $B^2$ falls as the field grows, so a parabola fitted up to those fields already gives too small a coefficient, and a mass or radius extracted from it is biased.

At 50 T the bulk exciton lies at $-6.8+42.2=35.4$ meV relative to the zero-field band edge, below the Landau energy of 57.9 meV, as it must. The planar exciton lies at $-27.2+23.6=-3.6$ meV, so its shift is still smaller than its zero-field binding energy.

A real quantum well has finite thickness, and its surroundings may screen differently from the layer. Both change $\langle\rho^2\rangle$, so the ideal 2D values don't carry over to it unchanged. A nonzero pseudomomentum across the field adds a term linear in $\mathbf r$ that mixes s and p states, and the s-state formula then no longer suffices. In a real semiconductor at tens of tesla, where the Landau energy reaches tens of meV, band nonparabolicity, valence-band mixing and the spin Zeeman terms left out here also change the shift.

## Numbers as computed

```
State: zero-field E (Ry), <rho^2> (a^2) by quadrature, from E(B)
  3D 1s: -1.00000, 2.0000, 1.9998
  3D 2s: -0.25000, 28.0000, 27.9949
  2D 1s: -4.00000, 0.3750, 0.3750
  2D 2s: -0.44444, 14.6250, 14.6244
Check of 1s energies (Ry): Rayleigh-Ritz, collocation
  2D gamma=1: -3.91032, -3.91032
  3D gamma=1: -0.66234, -0.66234
  2D gamma=10: 0.36969, 0.36969
  3D gamma=10: 6.50441, 6.50441
  3D gamma=30: 24.91516, 24.91516
3D gamma=100, 36 and 44 functions per coordinate: 92.42040, 92.42039 Ry
2D Landau-mixing constant C, series: 1.3826 Ry
2D Landau-mixing constant C, from energies: 1.3826 Ry
3D 1s: gamma, E (Ry), shift (Ry), quadratic (Ry), slope dE/dgamma, exponent, gamma-E (Ry)
  0.1, -0.9951, 0.0049, 0.0050, 0.0979, 1.979, 1.0951
  0.3, -0.9584, 0.0416, 0.0450, 0.2599, 1.873, 1.2584
  1, -0.6623, 0.3377, 0.5000, 0.5358, 1.587, 1.6623
  3, 0.6709, 1.6709, 4.5000, 0.7458, 1.339, 2.3291
  10, 6.5044, 7.5044, 50.0000, 0.8803, 1.173, 3.4956
  30, 24.9152, 25.9152, 450.0000, 0.9427, 1.091, 5.0848
  100, 92.4204, 93.4204, 5000.0000, 0.9754, 1.044, 7.5796
2D 1s: gamma, E (Ry), shift (Ry), quadratic (Ry), slope dE/dgamma, exponent, gamma-E (Ry)
  0.1, -3.9991, 0.0009, 0.0009, 0.0187, 1.999, 4.0991
  0.3, -3.9916, 0.0084, 0.0084, 0.0557, 1.991, 4.2916
  1, -3.9103, 0.0897, 0.0938, 0.1724, 1.922, 4.9103
  3, -3.3320, 0.6680, 0.8438, 0.3805, 1.709, 6.3320
  10, 0.3697, 4.3697, 9.3750, 0.6209, 1.421, 9.6303
  30, 14.7093, 18.7093, 84.3750, 0.7743, 1.242, 15.2907
  100, 73.4558, 77.4558, 937.5000, 0.8752, 1.130, 26.5442
2D high-field expansion at gamma=100: 73.5511 Ry
Reduced mass: 0.05 electron masses; eps_r: 10
Exciton Bohr radius a: 10.584 nm
Exciton Rydberg Ry: 6.8028 meV
Field at gamma=1: 5.876 T
Diamagnetic coefficient 3D 1s: 98.50 ueV/T^2
Diamagnetic coefficient 3D 2s: 1379.06 ueV/T^2
Diamagnetic coefficient 2D 1s: 18.47 ueV/T^2
Diamagnetic coefficient 2D 2s: 720.31 ueV/T^2
3D crossover: gamma_c=1.0000, B_c=5.88 T
3D shift is 90% of quadratic: gamma=0.3627, B=2.13 T
  3D B=2 T, gamma=0.3404: shift 0.3582 meV, quadratic 0.3940 meV
  3D B=10 T, gamma=1.7018: shift 5.1538 meV, quadratic 9.8504 meV
  3D B=50 T, gamma=8.5088: shift 42.1847 meV, quadratic 246.2599 meV
2D crossover: gamma_c=5.3333, B_c=31.34 T
2D shift is 90% of quadratic: gamma=1.6919, B=9.94 T
  2D B=2 T, gamma=0.3404: shift 0.0734 meV, quadratic 0.0739 meV
  2D B=10 T, gamma=1.7018: shift 1.6607 meV, quadratic 1.8469 meV
  2D B=50 T, gamma=8.5088: shift 23.5670 meV, quadratic 46.1737 meV
```
